Doping a thin silicon film on oxide for a uniform lateral field

**Question**

I am working on the drift region of a lateral high-voltage transistor. A thin n-type silicon film lies on 1 µm of SiO₂, and below the oxide is a grounded silicon handle wafer. In the off state the film is fully depleted. The exercise asks how the donor dose per unit area must vary from source to drain if the lateral field is to be 20 V/µm everywhere along the film.

I started from Gauss's law, dE/dx = ρ/ε. A uniform field has dE/dx = 0, so I get ρ = 0: no doping at all. Yet the exercise expects a dose that grows along the film, and it wants the gradient as a number. Where does my argument fail, what is the gradient, and would a film doped this way really hold the voltage?

**Answer**

Your equation leaves out the vertical field. In two dimensions Gauss's law has two terms, and a uniform lateral field removes one of them. The donors' flux must then leave vertically, through the oxide to the handle. That fixes the dose.

**The sheet limit**

Let x run from the source end (x = 0) to the drain end (x = L). The potential φ is measured from the grounded handle, and the source is also at zero. I write E for the magnitude of the lateral field, so the wanted surface potential is

φ(x) = E x.

The field vector itself points from drain to source. Let S(x) be the net donor dose, in donors per area. Assume for now that

- the film is very thin and holds no mobile charge,
- no flux leaves through its top surface,
- the handle is an equipotential, as an n-type handle with an accumulated surface nearly is,
- built-in potentials and fixed oxide charge are left out.

Take a short piece of film of length dx. The lateral flux entering it equals the lateral flux leaving it, because E is the same at both ends. All the flux of its charge q S dx therefore goes down into the oxide. The oxide has thickness t_ox and potential difference φ across it, so its vertical field is φ/t_ox, and

q S(x) = ε_ox φ(x)/t_ox = ε_ox E x/t_ox.

Differentiating with respect to x gives

dS/dx = ε_ox E/(q t_ox).

You may worry that φ/t_ox is a parallel-plate formula, used here where the potential varies along the plate. For a linear potential it needs no approximation away from the ends. With z the height above the handle, try in the oxide

φ(x,z) = E x z/t_ox.

It vanishes on the handle and equals E x at the film. Its second derivatives with respect to x and to z are both zero, so it satisfies Laplace's equation. Its vertical field at the film has magnitude E x/t_ox, as assumed.

Now the number. With relative permittivity 3.9,

ε_ox = 3.9 × 8.854×10⁻¹⁴ F/cm = 3.453×10⁻¹³ F/cm,

and 20 V/µm is 2×10⁵ V/cm, so

ε_ox E/q = (3.453×10⁻¹³ × 2×10⁵)/(1.602×10⁻¹⁹) cm⁻² = 4.31×10¹¹ cm⁻².

Dividing by t_ox = 1 µm,

dS/dx = 4.3×10¹¹ cm⁻² per µm.

There is a simple way to read this. One micrometre from the source the film is at 20 V, so the oxide field there is also 20 V/µm, and 4.3×10¹¹ charges per cm² are needed to produce it. Each further micrometre adds the same amount. Doubling the oxide thickness halves the gradient, because the same potential then needs half the flux.

**A film of finite thickness**

Let the film have thickness t_s and permittivity ε_s, with its donors spread evenly over the thickness. Write g = dS/dx, so that S = g x and the charge density is q g x/t_s. Try φ = x f(z). Poisson's equation in the film becomes

x f″ = −q g x/(ε_s t_s), so f″ = −q g/(ε_s t_s).

No flux leaves the top, so f′ = 0 at z = t_ox + t_s. Integrating down from there,

f′(z) = q g (t_ox + t_s − z)/(ε_s t_s).

At the bottom of the film this equals q g/ε_s. Continuity of flux gives the slope in the oxide as q g/ε_ox, so f rises by q g t_ox/ε_ox across the oxide. Across the film, f′ falls linearly from q g/ε_s to zero. Its mean is half the initial value, and f rises by q g t_s/(2ε_s). The surface field is to be E, so f at the top must equal E:

E = q g [t_ox/ε_ox + t_s/(2ε_s)],

g = E/{q [t_ox/ε_ox + t_s/(2ε_s)]}.

For t_s/(2ε_s) ≪ t_ox/ε_ox this returns to the sheet result. In the opposite limit the oxide hardly matters and g tends to 2ε_s E/(q t_s), since the film itself then takes up the vertical voltage.

For t_s = 0.1 µm and relative permittivity 11.7, g = 4.24×10¹¹ cm⁻² per µm, which is 1.6 % below the sheet value. If you kept the sheet value in this film, the field would come out 1.7 % too high, at 20.3 V/µm.

**What the gradient buys you**

Take a drift length L = 10 µm, so the drain is at V = 20 × 10 = 200 V. The dose at the drain end is 4.24×10¹² cm⁻². Compare this linear profile with a constant dose of the same total charge, 2.12×10¹² cm⁻², keeping the voltage and geometry fixed.

Far from the contacts, a constant dose requires a constant potential. Here that potential is 100 V, the value the linear profile has at its midpoint. A constant potential means no lateral field, so the two 100 V differences must be taken up near the ends.

I solved the two-dimensional Poisson equation by a finite-volume method for both cases. The film was held at 0 V for x ≤ 0 and at 200 V for x ≥ L, with no flux through the top. The surface fields, averaged over mesh intervals of 0.05 µm, are:

- linear dose: 20.0 V/µm in the middle, 23.7 V/µm at the largest;
- constant dose: 0.5 V/µm in the middle, 157 V/µm at the largest.

The linear case is not perfectly uniform because the ramp cannot continue past the contacts. Beyond the drain the film stays at 200 V instead of rising further, so the solution E x z/t_ox fails near that end. The ramp is cut off at the source as well, and the largest field sits there. At the drain a second effect wins: the contact holds the whole film thickness at 200 V, whereas the ramp solution has a vertical drop of a few volts across the film, so the surface field in the last interval falls well below 20 V/µm. The peak values belong to these sharp, idealized contacts and should be read as rough. The 157 V/µm is electrostatics only: a film with the constant dose would break down long before reaching 200 V.

**Flux through the top**

The closed top is an assumption that needs testing. Suppose a thick dielectric of permittivity ε_top covers the film, and the contacts continue in the same plane at 0 and V. How much flux then goes up?

Build the surface ramp from small potential steps. A step of height dV at x′ produces, in the upper half-space, the potential

dV (1 − θ/π),

where θ is the angle about x′ measured from the +x direction. This satisfies Laplace's equation, equals dV to the right of the step (θ = 0) and vanishes to the left (θ = π). At the surface its upward field is dV/[π(x − x′)], positive to the right of the step and negative to the left. With dV = E dx′, the ramp gives

E_up(x) = (E/π) ∫₀ᴸ dx′/(x − x′).

Close to x, the steps at equal distances on the two sides cancel. Leave out a small interval of half-width δ around x. The left part gives ln(x/δ), the right part gives −ln[(L − x)/δ], and δ drops out of the sum:

E_up(x) = (E/π) ln[x/(L − x)].

The donors must supply this flux too. In the sheet limit,

q S(x) = ε_ox E x/t_ox + (ε_top E/π) ln[x/(L − x)].

The derivative of the logarithm is 1/x + 1/(L − x), which is 4/L at the midpoint. Relative to the sheet gradient, the extra gradient there is

4 ε_top t_ox/(π ε_ox L).

With oxide above as well as below, this is 4/(10π) = 12.7 %. It is much larger than the film-thickness correction, and it shrinks as the drift region gets longer.

I repeated the Poisson solution with 100 µm of oxide on top and the same 0.1 µm film. With the uncorrected linear dose, the field falls to 18.0 V/µm in the middle. Between x = 2 and 8 µm it stays below 18.5 V/µm, and the missing voltage appears near the ends, where the field peaks at about 52 V/µm. Adding the logarithmic term to the finite-film dose brings the central field back to between 19.9 and 20.0 V/µm and lowers the peak to about 28 V/µm.

The correction has a price. At x = 0.5 µm the corrected formula asks for a net dose of −1.9×10¹¹ cm⁻², which means acceptors instead of donors. So close to the contact this number is only an estimate, because the flux into the buried oxide also departs from its parallel-plate value there. The logarithm also diverges at the two ends, because it describes a ramp with sharp corners, so it cannot be followed literally there.

**Will it hold 200 V?**

Electrostatics tells you which dose produces the field. It does not tell you whether silicon survives it. For that, let α_n and α_p be the numbers of electron–hole pairs created per unit length by an electron and by a hole. Electrons drift towards the drain and holes towards the source. Let J_n be the electron part of the current, counted positive, and J the total, which is constant along x. Then

dJ_n/dx = α_n J_n + α_p (J − J_n) = (α_n − α_p) J_n + α_p J.

Define A(x) = ∫₀ˣ (α_n − α_p) dx′. Multiplying by exp(−A) gives

d[J_n exp(−A)]/dx = α_p J exp(−A).

Let a current J₀ of electrons enter at the source, and let no holes enter at the drain, so J_n(L) = J. Integrating from 0 to L and dividing by J,

exp(−A(L)) − J₀/J = ∫₀ᴸ α_p exp(−A) dx.

Since ∫₀ᴸ (α_n − α_p) exp(−A) dx = 1 − exp(−A(L)), this can be written

J₀/J = 1 − I, with I = ∫₀ᴸ α_n exp(−A) dx.

The multiplication is J/J₀ = 1/(1 − I), and breakdown occurs at I = 1. In a uniform field the coefficients are constant and

I = α_n {1 − exp[−(α_n − α_p)L]}/(α_n − α_p).

Setting I = 1 gives exp[−(α_n − α_p)L] = α_p/α_n, and hence the longest drift region that the lateral field alone would allow:

L_max = ln(α_n/α_p)/(α_n − α_p).

As rough room-temperature values for silicon, take α_n = 7.0×10⁵ exp(−1.23×10⁶/E) and α_p = 1.6×10⁶ exp(−2.0×10⁶/E), in cm⁻¹ with E in V/cm. At 2×10⁵ V/cm they give 1493 and 73 cm⁻¹, so

L_max = ln(1493/73)/(1420 cm⁻¹) ≈ 21 µm,

or about 430 V. A uniform 20 V/µm is therefore not a field that silicon can hold over any length you like. In the film the limit can be lower still, because the vertical field at the drain end grows with L and causes ionization of its own. For L = 10 µm, I = 0.80: the film blocks, but electrons entering at the source are multiplied about fivefold.

The same integral along the computed surface fields shows how much the top matters:

- linear dose, closed top: I = 0.81;
- linear dose, thick top oxide: I = 1.09, a low estimate as explained below;
- dose with the logarithmic term, thick top oxide: I = 0.80.

These three integrals run from the centre of the first mesh interval to the centre of the last, so they omit 0.025 µm at each end. For the plain linear dose under a thick oxide the field is high there, and highest at the source end. With a dielectric on top the field diverges at a perfectly sharp contact edge, so the peak values quoted are averages over 0.05 µm. At 52 V/µm, α_n is about 6.6 per µm, and the two omitted strips would raise I by roughly 0.1. In the other two cases the change is about 0.02 or less.

In this model the plain linear dose under a thick oxide would therefore break down before 200 V. The end fields and the ionization coefficients are rough, so take this as a warning about the margin and not as a precise breakdown voltage.

The vertical fields also need a look. With a closed top, the field at the bottom of the film at the drain end is q S/ε_s = 0.66 MV/cm, but it falls to zero at the top, so the drop across the film is just 3.3 V. Electrons are driven upwards and then along the surface to the drain. For an ideal uniform lateral field, I evaluated I along such two-leg paths from starting points spaced along the film bottom. The largest value is again 0.80. This assumes that holes return along the same path, although the vertical field in fact drives them down through the film. Once at the bottom interface they slide towards the source, and the estimate holds only if the lateral field alone heats them there, not the large vertical field that presses them against the oxide. It also assumes that ionization depends on the local field alone, which is doubtful over a distance as short as 0.1 µm.

In the parallel-plate estimate the oxide at the drain end carries 2.0 MV/cm; a sharp contact edge raises this locally. At the unrounded value, 1.97 MV/cm, the Fowler–Nordheim tunnelling formula, with a 3.1 eV barrier and a tunnelling mass of 0.42 electron masses, gives a current density of order 10⁻⁴⁷ A/cm², which is negligible.

**Beside a real device**

A real device can depart from the model at the top, where dielectric layers or field plates may lie over the film. In the 10 µm example, a plain oxide much thicker than the drift length raises the required mid-drift gradient by about 13 %. A thinner oxide with air above it raises it less, and a field plate needs its own calculation. Positive fixed charge of 10¹¹ cm⁻² at the lower film interface would, away from the contacts, raise the film potential by q × 10¹¹ cm⁻² × t_ox/ε_ox = 4.6 V in the sheet picture. If it is uniform, it changes the offset of the required dose but not its gradient. A lightly doped p-type handle may itself deplete under the positive film. In a steady off state an inversion layer forms there and keeps the voltage lost in the handle to about 1 V. Just after fast switching that layer is still missing. Much more of the voltage can then drop in the handle, and the equipotential assumption fails.

So the answer to your exercise is 4.3×10¹¹ cm⁻² per µm, for a thin depleted film with a grounded handle and little flux through the top. Your equation dE/dx = ρ/ε would be right if the flux had nowhere to go but sideways.
